# The Motz-Wise Correction to the Surface Velocity of an Absorbing Wall: test program

```python
# Result under test: a wall with sticking probability s takes up a dilute
# species at the surface velocity  k = (cbar/4) * s / (1 - s/2)  (Motz-Wise),
# with net flux J = k*n, n the continuum density extrapolated to the wall and
# cbar the mean molecular speed.  The closure assumes that the part of the
# near-wall distribution even in the normal velocity is Maxwellian.
# Reduced units: thermal velocity vt = sqrt(kT/m) = 1, diffusivity D = 1,
# so lengths are in D/vt.  M is the one-dimensional Maxwellian.
# A half-space kinetic solver measures the error of the closure.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc, erfcx, ndtr
import mpmath


def M(c):
    return np.exp(-0.5 * c * c) / np.sqrt(2 * np.pi)


def motz_wise(s, mean_speed):
    return 0.25 * mean_speed * s / (1 - 0.5 * s)


# ---------- moments and wall balance by quadrature ----------
cbar = quad(lambda v: np.sqrt(2 / np.pi) * v**3 * np.exp(-v * v / 2),
            0, np.inf)[0]
one_way = quad(lambda c: c * M(c), 0, np.inf)[0]
assert abs(one_way - cbar / 4) < 1e-9
assert abs(cbar - np.sqrt(8 / np.pi)) < 1e-9


def fluxes(distortion):
    """Incident and outgoing flux for M(c)*(1 + distortion(c))."""
    inc = quad(lambda c: c * M(c) * (1 + distortion(c)), 0, 12)[0]
    out = quad(lambda c: c * M(c) * (1 + distortion(-c)), 0, 12)[0]
    return inc, out


for odd in (lambda c: 0.3 * c, lambda c: 0.1 * c**3,
            lambda c: 0.4 * np.tanh(3 * c)):
    inc, out = fluxes(odd)
    assert abs(inc - (cbar / 4 + (inc - out) / 2)) < 1e-8
inc_lin, out_lin = fluxes(lambda c: 0.3 * c)
assert abs(inc_lin - out_lin - 0.3) < 1e-8
# an even distortion that keeps the density still changes the one-way flux
even = lambda c: 0.2 * (c * c - 1)
even_density = quad(lambda c: M(c) * (1 + even(c)), -12, 12)[0]
even_shift = fluxes(even)[0] / (cbar / 4) - 1
assert abs(even_density - 1) < 1e-8 and abs(even_shift) > 0.05

for s in (0.05, 0.5, 1.0):
    u = brentq(lambda a: a - s * fluxes(lambda c: a * c)[0], 0, 3)
    assert abs(u - motz_wise(s, cbar)) < 1e-7

# full drifted Maxwellian in place of the linear distortion
drift_half = brentq(lambda a: a - 0.5 * (M(a) + a * ndtr(a)), 0, 2)
drift_small = brentq(lambda a: a - 0.01 * (M(a) + a * ndtr(a)), 0, 2)
assert abs(drift_small / motz_wise(0.01, cbar) - 1) < 1e-3
for a in (0.0, 0.5, 1.0, 2.0, 4.0):
    drifted_out = quad(lambda c: c * M(c + a), 0, 12)[0]
    assert drifted_out > 0
    assert abs(drifted_out - (M(a) - a * ndtr(-a))) < 1e-8

# linear ansatz at s = 1: outgoing speeds at which it is negative
negative_speed = 1 / motz_wise(1.0, cbar)
negative_share = erfc(negative_speed / np.sqrt(2))


# ---------- half-space kinetic solver ----------
# w*v*dg/dx = -K g, distribution = M*g, wall at x = 0, gas at x > 0
def kinetic_modes(v, w, K):
    r = np.sqrt(w)
    val, vec = np.linalg.eigh(K / np.outer(r, r))
    val[0] = 0.0                         # particle conservation
    root = (vec * np.sqrt(np.abs(val))) @ vec.T
    lam, y = np.linalg.eigh(root @ (root / v[:, None]))
    count = len(v) // 2 - 1              # modes decaying into the gas
    psi = (root @ y[:, -count:]) / v[:, None]
    psi /= np.linalg.norm(psi, axis=0)
    chi = -(vec[:, 1:] / val[1:]) @ (vec[:, 1:].T @ (v * r))
    return v, r, lam[-count:], psi, chi


def wall_solution(model, s, specular=False, n_eq=0.0):
    """Surface velocity, extrapolated density and density profile."""
    v, r, lam, psi, chi = model
    size = len(v)
    out = v > 0
    if specular:
        reflect = np.eye(size)[::-1]
    else:
        hit = np.where(v < 0, r * np.abs(v), 0.0)
        reflect = np.outer(r, hit) / np.sum(hit * r)
    B = (np.eye(size) - (1 - s) * reflect)[out]
    columns = np.column_stack([r, psi])
    amp = np.linalg.solve(B @ columns, s * n_eq * r[out] - B @ chi)
    diffusivity = -np.sum(r * v * chi)
    n_ext = amp[0]

    def density(x):
        return n_ext + x + np.sum(amp[1:] * (r @ psi) * np.exp(-lam * x))
    return diffusivity / (n_ext - n_eq), n_ext, density


# strong collisions: each collision resets the velocity to the Maxwellian
node, weight = np.polynomial.legendre.leggauss(60)
vp = 3.5 * (node + 1)
wp = 3.5 * weight * M(vp)
v_s = np.concatenate([-vp[::-1], vp])
w_s = np.concatenate([wp[::-1], wp])
w_s /= w_s.sum()
strong = kinetic_modes(v_s, w_s, np.diag(w_s) - np.outer(w_s, w_s))

# weak collisions: Fokker-Planck operator, heavy atom in a light gas
half_cells = 160
h = 6.0 / half_cells
v_w = (np.arange(2 * half_cells) + 0.5 - half_cells) * h
w_w = M(v_w) * h
edge = M(0.5 * (v_w[1:] + v_w[:-1])) / h
K_w = -np.diag(edge, 1) - np.diag(edge, -1)
K_w -= np.diag(K_w.sum(axis=1))
weak = kinetic_modes(v_w, w_w, K_w)

gamma = {}
k_full = {}
for name, model in (("strong", strong), ("weak", weak)):
    k_full[name] = wall_solution(model, 1.0)[0]
    gamma[name] = 1 - cbar / 4 / k_full[name]
    for s in (0.1, 0.5, 0.9):
        k_num = wall_solution(model, s)[0]
        k_law = cbar / 4 * s / (1 - gamma[name] * s)
        assert abs(k_num / k_law - 1) < 1e-3     # velocity-grid error
        k_evap = wall_solution(model, s, n_eq=0.7)[0]
        assert abs(k_evap / k_num - 1) < 1e-6
        assert k_num < motz_wise(s, cbar)
    k_tiny = wall_solution(model, 0.01)[0]
    assert abs(k_tiny / motz_wise(0.01, cbar) - 1) < 2e-3

# extrapolation length of the strong-collision model by Wiener-Hopf integral
def small_k(k):
    H = quad(lambda v: 2 * M(v) * v**4 / (1 + (k * v)**2), 0, 12)[0]
    return np.log1p(-k * k * H) / (k * k)


def large_k(t):                          # t = 1/k
    return 2 * np.log(t) + np.log(
        1 - np.sqrt(np.pi / 2) * t * erfcx(t / np.sqrt(2)))


length_wh = -(quad(small_k, 0, 1)[0] + quad(large_k, 0, 1)[0]) / np.pi
length_zeta = abs(float(mpmath.zeta(0.5)))
assert abs(length_wh * k_full["strong"] - 1) < 2e-3
assert abs(length_zeta * k_full["weak"] - 1) < 1e-2   # finite velocity grid

k_specular = wall_solution(weak, 0.5, specular=True)[0]
k_diffuse = wall_solution(weak, 0.5)[0]
assert 0.90 < k_specular / motz_wise(0.5, cbar) < 1.0

# ---------- worked example: Ga atoms in hydrogen, liquid Ga droplets ----------
T = 900.0                # K
p_total = 1.0            # Torr
p_Ga = 1e-4              # Torr
D = 0.2                  # m^2/s, rough
delta_mm = 10.0          # mm
liquid_density = 6.0     # g/cm^3, rough
mass_u = 69.723          # u
torr = const.torr
pc = const.physical_constants
mass = mass_u * const.atomic_mass
theta_au = const.k * T / pc["Hartree energy"][0]
v_unit = pc["atomic unit of velocity"][0]
vt = np.sqrt(theta_au / (mass / const.m_e)) * v_unit
assert abs(vt / np.sqrt(const.k * T / mass) - 1) < 1e-7
mean_speed = cbar * vt
persist = D / vt
delta = delta_mm * 1e-3
n_bulk = p_Ga * torr / (const.k * T)
n_liquid = liquid_density * 1e3 / mass

# series law for diffusion layer and wall against the kinetic profile
k_red, n_ext, density = wall_solution(weak, 1.0)
x_layer = delta / persist
assert abs(density(x_layer) / (1 / k_red + x_layer) - 1) < 1e-3
wall_ratio = density(0.0) / n_ext

k_un = mean_speed / 4
k_mw = motz_wise(1.0, mean_speed)
k_kin = k_full["weak"] * vt
growth = {}
for name, k in (("uncorrected", k_un), ("Motz-Wise", k_mw),
                ("kinetic", k_kin)):
    growth[name] = n_bulk / (1 / k + delta / D) / n_liquid * 1e9
assert growth["uncorrected"] < growth["kinetic"] < growth["Motz-Wise"]

# rough vapour pressure: 0.01 Torr at 1300 K, evaporation energy 2.7 eV
p_ref, T_ref, E_evap = 0.01, 1300.0, 2.7
p_eq = p_ref * np.exp(-E_evap * const.e / const.k * (1 / T - 1 / T_ref))
p_wall = p_Ga * (1 / k_mw) / (1 / k_mw + delta / D)

print("REDUCED UNITS (vt = 1, D = 1)")
print(f"mean speed cbar / vt: {cbar:.5f}")
print(f"one-way flux / (n vt): {one_way:.5f}")
print(f"one-way flux shift, even distortion 0.2(c^2-1): {100*even_shift:.1f} %")
print(f"drifted Maxwellian / Motz-Wise, s=0.5: "
      f"{drift_half/motz_wise(0.5, cbar):.4f}")
print(f"s=1 ansatz negative above outgoing speed / vt: {negative_speed:.4f}")
print(f"share of outgoing Maxwellian density there: {negative_share:.3f}")
print(f"extrapolation length, Motz-Wise s=1: {1/motz_wise(1, cbar):.4f}")
print(f"extrapolation length, strong collisions: {1/k_full['strong']:.4f}")
print(f"  same by Wiener-Hopf integral: {length_wh:.4f}")
print(f"extrapolation length, weak collisions: {1/k_full['weak']:.4f}")
print(f"  |zeta(1/2)|: {length_zeta:.4f}")
for name in ("strong", "weak"):
    print(f"gamma, {name} collisions: {gamma[name]:.4f}")
    print(f"Motz-Wise / kinetic at s=1, {name}: "
          f"{motz_wise(1, cbar)/k_full[name]:.4f}")
print(f"specular / diffuse velocity, weak, s=0.5: {k_specular/k_diffuse:.4f}")
print(f"true / extrapolated wall density, weak, s=1: {wall_ratio:.4f}")
print("EXAMPLE: Ga atoms in hydrogen")
print(f"temperature: {T:.0f} K")
print(f"total pressure: {p_total:.1f} Torr")
print(f"Ga partial pressure: {p_Ga:.1e} Torr")
print(f"diffusivity (rough): {D:.2f} m^2/s")
print(f"diffusion layer: {delta_mm:.0f} mm")
print(f"liquid Ga density (rough): {liquid_density:.1f} g/cm^3")
print(f"Ga atomic mass: {mass_u:.3f} u")
print(f"thermal velocity vt: {vt:.1f} m/s")
print(f"mean speed: {mean_speed:.1f} m/s")
print(f"persistence length D/vt: {persist*1e3:.3f} mm")
print("surface velocity in m/s: uncorrected, Motz-Wise, weak-kinetic")
for s in (0.01, 0.1, 0.5, 1.0):
    kinetic = wall_solution(weak, s)[0] * vt
    print(f"  s={s:.2f}: {s*k_un:.3f}, {motz_wise(s, mean_speed):.3f}, "
          f"{kinetic:.3f}")
print(f"Motz-Wise velocity, s=1: {k_mw/v_unit:.4e} atomic units")
print(f"diffusion velocity D/delta: {D/delta:.2f} m/s")
for name, rate in growth.items():
    print(f"growth rate s=1, {name}: {rate:.4f} nm/s")
print(f"Motz-Wise / uncorrected growth: "
      f"{growth['Motz-Wise']/growth['uncorrected']:.4f}")
print(f"Motz-Wise / kinetic growth: "
      f"{growth['Motz-Wise']/growth['kinetic']:.4f}")
print("NEGLECTED EFFECTS")
print(f"vapour input (rough): {p_ref} Torr at {T_ref:.0f} K, {E_evap} eV")
print(f"Ga vapour pressure at {T:.0f} K (rough): {p_eq:.1e} Torr")
print(f"extrapolated Ga pressure at wall: {p_wall:.2e} Torr")
print(f"growth lost to re-evaporation: {100*p_eq/p_Ga:.2f} %")
print(f"Ga mole fraction: {p_Ga/p_total:.1e}")
print(f"relative size of a 10 K difference: {100*10/T:.2f} %")
print("all assertions hold")
```

Printed output:

```
REDUCED UNITS (vt = 1, D = 1)
mean speed cbar / vt: 1.59577
one-way flux / (n vt): 0.39894
one-way flux shift, even distortion 0.2(c^2-1): 20.0 %
drifted Maxwellian / Motz-Wise, s=0.5: 1.0379
s=1 ansatz negative above outgoing speed / vt: 1.2533
share of outgoing Maxwellian density there: 0.210
extrapolation length, Motz-Wise s=1: 1.2533
extrapolation length, strong collisions: 1.4371
  same by Wiener-Hopf integral: 1.4371
extrapolation length, weak collisions: 1.4603
  |zeta(1/2)|: 1.4604
gamma, strong collisions: 0.4267
Motz-Wise / kinetic at s=1, strong: 1.1466
gamma, weak collisions: 0.4174
Motz-Wise / kinetic at s=1, weak: 1.1652
specular / diffuse velocity, weak, s=0.5: 0.9648
true / extrapolated wall density, weak, s=1: 0.6414
EXAMPLE: Ga atoms in hydrogen
temperature: 900 K
total pressure: 1.0 Torr
Ga partial pressure: 1.0e-04 Torr
diffusivity (rough): 0.20 m^2/s
diffusion layer: 10 mm
liquid Ga density (rough): 6.0 g/cm^3
Ga atomic mass: 69.723 u
thermal velocity vt: 327.6 m/s
mean speed: 522.8 m/s
persistence length D/vt: 0.610 mm
surface velocity in m/s: uncorrected, Motz-Wise, weak-kinetic
  s=0.01: 1.307, 1.314, 1.313
  s=0.10: 13.070, 13.757, 13.640
  s=0.50: 65.348, 87.130, 82.587
  s=1.00: 130.695, 261.391, 224.340
Motz-Wise velocity, s=1: 1.1948e-04 atomic units
diffusion velocity D/delta: 20.00 m/s
growth rate s=1, uncorrected: 0.3591 nm/s
growth rate s=1, Motz-Wise: 0.3846 nm/s
growth rate s=1, kinetic: 0.3802 nm/s
Motz-Wise / uncorrected growth: 1.0711
Motz-Wise / kinetic growth: 1.0117
NEGLECTED EFFECTS
vapour input (rough): 0.01 Torr at 1300 K, 2.7 eV
Ga vapour pressure at 900 K (rough): 2.2e-07 Torr
extrapolated Ga pressure at wall: 7.11e-06 Torr
growth lost to re-evaporation: 0.22 %
Ga mole fraction: 1.0e-04
relative size of a 10 K difference: 1.11 %
all assertions hold
```
